# Conductivity of a thin square wire with diffuse walls

## The problem

A long straight metal wire has a square cross-section of side $a$. Its conduction electrons have a spherical Fermi surface and a single relaxation time $\tau$, so that the bulk mean free path is $\lambda=v_F\tau$, with $v_F$ the Fermi speed. A weak uniform electric field points along the wire axis $z$. The walls are fully diffuse: an electron that hits a wall leaves it with no memory of its direction of arrival.

Let $\sigma$ be the current divided by field and cross-sectional area, and $\sigma_0$ the bulk conductivity. Find the leading behaviour of $\sigma/\sigma_0$ when $k=a/\lambda$ tends to zero. Then decide how small $k$ must be for the result to be useful in a 10 nm line.

## A tempting solution

When $\lambda\gg a$, nearly every flight ends at a wall. Bulk conductivity is proportional to the mean free path, so it seems enough to replace $\lambda$ by the mean distance to the wall, averaged over all positions and directions.

Let $\theta$ be the angle between the direction of motion and the axis, and $\phi$ the azimuth in the cross-section. From a given point, trace the path backward to the wall. Call its length $L$ and its projection on the cross-section $R(\phi)$, so that $L=R/\sin\theta$. With angle brackets for the average over the cross-section,

$$
\bar L=\frac1{4\pi}\Big\langle\int_0^{2\pi}\!d\phi\int_0^\pi\!\sin\theta\,d\theta\,\frac{R}{\sin\theta}\Big\rangle=\frac14\Big\langle\int_0^{2\pi}\!R\,d\phi\Big\rangle .
$$

The remaining average is pure geometry. Measure lengths in units of $a$. Since $R=\int_0^R dr$ and the area element is $r\,dr\,d\phi$,

$$
\int_0^{2\pi}R\,d\phi=\int\frac{d^2r'}{r},
$$

where $r$ is the distance from the chosen point to a second point in the square. The square is convex, so the rays cover each second point once. Averaging over the first point gives $\langle 1/r\rangle$, the mean inverse distance between two independent uniform points in a unit square.

The separation $u=|x-x'|$ of two uniform coordinates has density $2(1-u)$, and likewise for $v=|y-y'|$. For any function $f(r)$, therefore, $\langle f\rangle=4\int_0^1\!\int_0^1(1-u)(1-v)f\,du\,dv$. The integrand is symmetric in $u$ and $v$, so we may keep the half with $v<u$ and double it. In polar coordinates, with $c=\cos\phi$ and $s=\sin\phi$,

$$
\langle f\rangle=8\int_0^{\pi/4}\!d\phi\int_0^{1/c}(1-rc)(1-rs)\,f(r)\,r\,dr. \tag{1}
$$

For $f=1/r$ the radial integral is

$$
\int_0^{1/c}\![1-(c+s)r+cs\,r^2]\,dr=\frac1c-\frac{c+s}{2c^2}+\frac{s}{3c^2}=\frac1{2c}-\frac{s}{6c^2}.
$$

Between $0$ and $\pi/4$, $\int d\phi/c=\ln(1+\sqrt2)$ and $\int s\,d\phi/c^2=[1/c]=\sqrt2-1$. Hence

$$
\Big\langle\frac1r\Big\rangle=4\ln(1+\sqrt2)-\frac43(\sqrt2-1)=2.9732. \tag{2}
$$

The tempting answer is $\sigma/\sigma_0=\bar L/\lambda=(2.9732/4)\,k=0.743\,k$.

## Where it fails

The geometry is right, and (2) will be used again. The fault is the isotropic average of $L$. An electron's contribution to the conductivity carries two factors of its axial velocity: one because the field does work at a rate proportional to $v_z$, and one because the current counts $v_z$. Each direction therefore has weight $3\cos^2\theta$, whose average over the sphere is 1.

In bulk metal the free path is the same in every direction, and the weight averages out. In a wire, $L=R/\sin\theta$ is longest for motion near the axis, where the weight is largest. The average of the product is not the product of the averages.

## The right solution

**The distribution.** Write the distribution as $f_0(\varepsilon)+f_1$, with electron charge $-e$ and field $E$. The linearized steady Boltzmann equation is

$$
\mathbf v\cdot\nabla f_1-eEv_z\frac{\partial f_0}{\partial\varepsilon}=-\frac{f_1}{\tau}.
$$

In bulk the gradient vanishes and $f_1^{\rm b}=eE\tau v_z\,\partial f_0/\partial\varepsilon$. In the wire put $f_1=f_1^{\rm b}\,g$. Dividing by $f_1^{\rm b}/\tau$ gives, for unit direction $\hat{\mathbf s}$,

$$
\lambda\,\hat{\mathbf s}\cdot\nabla g+g=1. \tag{3}
$$

The wall condition follows from symmetry. The deviation $f_1$ is odd in $v_z$, so it brings no net number of electrons to the wall at any energy. A diffuse wall re-emits isotropically, and hence emits no deviation: $g=0$ on leaving a wall. Integrating (3) along the path from there,

$$
g=1-e^{-L/\lambda}.
$$

**The current.** The current density is proportional to $\int v_zf_1$ over directions, hence to $\int\cos^2\theta\,g\,d\Omega$. In bulk $g=1$ and this integral is $4\pi/3$. Therefore

$$
\frac{\sigma}{\sigma_0}=\frac3{4\pi}\Big\langle\int\cos^2\theta\,\big(1-e^{-L/\lambda}\big)\,d\Omega\Big\rangle. \tag{4}
$$

As a test of (4), equation (3) was also solved directly on a mesh. At $k=0.5$ the mesh gave 0.34327 and (4) gave 0.34328; at $k=1/30$ both gave 0.03486.

**The limit.** With $R$ in units of $a$, $L/\lambda=kR/\sin\theta$. For small $k$ the bracket in (4) tends to $kR/\sin\theta$. This replacement fails for directions so close to the axis that $\sin\theta\lesssim kR$, but it may still be used under the integral. Since $1-e^{-x}\le x$, the integrand divided by $k$, including the factor $\sin\theta$ from $d\Omega$, never exceeds $R\cos^2\theta$, which is integrable. The limit can thus be taken inside:

$$
\frac{\sigma}{\sigma_0}\to\frac{3k}{4\pi}\int_0^\pi\!\cos^2\theta\,d\theta\,\Big\langle\int_0^{2\pi}\!R\,d\phi\Big\rangle=\frac{3k}{4\pi}\cdot\frac\pi2\Big\langle\frac1r\Big\rangle=\frac38\Big\langle\frac1r\Big\rangle k.
$$

Inserting (2), $\frac38\cdot4=\frac32$ and $\frac38\cdot\frac43=\frac12$, so

$$
\boxed{\;\frac{\sigma}{\sigma_0}\to\frac{a}{2\lambda}\Big[1-\sqrt2+3\ln(1+\sqrt2)\Big]=1.115\,\frac a\lambda\;}\qquad(a/\lambda\to0).
$$

Call the coefficient $C$. It is $3/2$ times the tempting value. The factor comes from the polar angle alone: weighting directions by $L$ turns $\sin\theta\,d\theta$ into $d\theta$, and the mean of $3\cos^2\theta$ over uniform $\theta$ is $3/2$. The shape of the cross-section does not enter this factor.

**A circular wire for comparison.** For a fixed azimuth, divide a circle of radius $\rho$ into parallel chords of length $\ell=2\sqrt{\rho^2-b^2}$, where $b$ is the distance from the centre. Along one chord $R$ runs from 0 to $\ell$ and integrates to $\ell^2/2$. The integral of $R$ over the area is then $\int_{-\rho}^{\rho}2(\rho^2-b^2)\,db=8\rho^3/3$. Dividing by the area $\pi\rho^2$ and multiplying by $2\pi$ for the azimuths gives $16\rho/3$. Hence $\sigma/\sigma_0\to\frac38\cdot\frac{16\rho}{3\lambda}=2\rho/\lambda$, the diameter over the mean free path. A circle with the area of the square has diameter $2a/\sqrt\pi$, so in this limit the square conducts $C\sqrt\pi/2=0.988$ times as well as the circle.

## How small must $a/\lambda$ be?

The near-axis directions noted above give the next term a logarithm. Define

$$
F(x)=\int_0^\pi\cos^2\theta\sin\theta\,\big(1-e^{-x/\sin\theta}\big)d\theta,\qquad \frac{\sigma}{\sigma_0}=\frac3{4\pi}\Big\langle\int_0^{2\pi}\!F(kR)\,d\phi\Big\rangle .
$$

The two halves of the $\theta$ range contribute equally. With $w=\sin\theta$, $\cos^2\theta\,d\theta=\sqrt{1-w^2}\,dw$ on the first half. Put $h(u)=1-e^{-u}-u$ to separate the linear part:

$$
F(x)=\frac{\pi x}2+2\int_0^1 w\sqrt{1-w^2}\;h(x/w)\,dw .
$$

Split the root as $1+(\sqrt{1-w^2}-1)$. The second piece vanishes as $w^2$ at small $w$, which suppresses the region $w\lesssim x$. In the integral of this piece $h(x/w)$ may therefore be replaced by $-x^2/2w^2$, with an error of order $x^3$. An antiderivative of $(\sqrt{1-w^2}-1)/w$ is $\sqrt{1-w^2}-\ln(1+\sqrt{1-w^2})$, which is $0$ at $w=1$ and $1-\ln2$ at $w=0$. This piece contributes

$$
-x^2\int_0^1\frac{\sqrt{1-w^2}-1}{w}\,dw=x^2(1-\ln2).
$$

For the first piece, substitute $u=x/w$ and integrate by parts twice, using $h'=e^{-u}-1$ and $h''=-e^{-u}$:

$$
2x^2\!\int_x^\infty\!\frac{h}{u^3}\,du=2x^2\Big[\frac{h(x)}{2x^2}+\frac{h'(x)}{2x}-\frac12\int_x^\infty\!\frac{e^{-u}}u\,du\Big].
$$

For small $x$ the first two terms in the bracket tend to $-\frac14$ and $-\frac12$. The last integral is $-\gamma-\ln x+O(x)$, with $\gamma$ Euler's constant. This piece is therefore $x^2(\ln x+\gamma-\frac32)$, and altogether

$$
F(x)=\frac{\pi x}2+x^2\Big[\ln\frac x2+\gamma-\frac12\Big]+O(x^3).
$$

Now set $x=kR$ and average. For every starting point $\int R^2d\phi=2$, twice the unit area. Because $d(r^2\ln r)/dr=r(2\ln r+1)$, the same step from rays to area as before gives $\langle\int R^2\ln R\,d\phi\rangle=1+2\langle\ln r\rangle$. The constants $-\frac12\cdot2$ and $+1$ cancel, leaving

$$
\frac{\sigma}{\sigma_0}=Ck+\frac{3k^2}{2\pi}\Big[\ln\frac k2+\gamma+\langle\ln r\rangle\Big]+O(k^3). \tag{5}
$$

The mean logarithm follows from (1) with $f=\ln r$. Use $\int_0^{q}r^n\ln r\,dr=q^{n+1}\big[\frac{\ln q}{n+1}-\frac1{(n+1)^2}\big]$ with $q=1/c$, and let $t=\tan\phi$, so that $c+s=(1+t)/q$ and $cs=t/q^2$. The radial integral is

$$
q^2\Big[\ln q\Big(\frac12-\frac{1+t}3+\frac t4\Big)-\frac14+\frac{1+t}9-\frac t{16}\Big]
=q^2\Big[\ln q\Big(\frac16-\frac t{12}\Big)-\frac5{36}+\frac{7t}{144}\Big].
$$

Here $q^2d\phi=dt$ and $\ln q=\frac12\ln(1+t^2)$. With $\int_0^1\ln(1+t^2)dt=\ln2-2+\frac\pi2$ and $\int_0^1t\ln(1+t^2)dt=\ln2-\frac12$,

$$
\langle\ln r\rangle=\frac23\Big(\ln2-2+\frac\pi2\Big)-\frac13\Big(\ln2-\frac12\Big)-\frac{10}9+\frac7{36}=\frac\pi3+\frac{\ln2}3-\frac{25}{12}=-0.8051 .
$$

The correction in (5) is negative at small $k$, as it must be, since $1-e^{-x}<x$. Relative to the leading term it falls only as $k\ln(1/k)$. At $k=0.1$ the limit gives 0.1115, two terms give 0.0961, and the full expression (4) gives 0.0959. The limit is too high by 16% of the full value there, by 10% at $k=0.055$, and by 2.4% at $k=0.01$.

## A 10 nm line

Take $a=10$ nm and rough copper-like parameters: $n=85$ conduction electrons per nm³, $\lambda=40$ nm near 300 K and $\lambda=300$ nm near 77 K. In the free-electron model $\sigma_0=ne^2\lambda/(\hbar k_F)$ and $n=k_F^3/3\pi^2$. Thus $k_F=(3\pi^2n)^{1/3}=13.60\ \text{nm}^{-1}$, and with $\rho_0=1/\sigma_0$

$$
\rho_0\lambda=\frac{3\pi^2\hbar}{e^2k_F^2}=65.7\ \mu\Omega\,\text{cm nm}.
$$

This product does not contain $\tau$. The limiting wire resistivity is therefore independent of bulk scattering:

$$
\rho\to\frac{\rho_0\lambda}{Ca}=\frac{65.7}{1.115\times10}=5.90\ \mu\Omega\,\text{cm}.
$$

Dividing by $a^2$ gives a resistance of about 590 Ω per micrometre of length.

At 77 K, $k=1/30$. The limit gives $\sigma/\sigma_0=0.0372$ and the full expression 0.0349, so the limit is 7% too high. The bulk resistivity is $65.7/300=0.219\ \mu\Omega\,$cm, and the full wire value is $0.219/0.0349=6.3\ \mu\Omega\,$cm.

At 300 K, $k=0.25$. The limit gives 0.279 against a full value of 0.207, an excess of 35%. The wire resistivity is $1.64/0.207=7.9\ \mu\Omega\,$cm. The tempting formula gives $0.743\times0.25=0.186$, which is nearer to the full value than the correct limit is. That closeness is accidental: at 77 K the same formula gives 0.0248, which is 29% too low, and its relative error tends to one third as $k\to0$.

With side and wall condition held fixed, cooling from 300 K to 77 K lowers the bulk resistivity by a factor 7.5 but the wire resistivity by only 1.26. Cooling lengthens the bulk free path, while most flights in the wire already end at a wall.

## The model and a real line

The assumed bulk resistivity at 300 K, 1.64 μΩ cm, is close to that of copper, roughly 1.7 μΩ cm. A side of 10 nm is in the range of very narrow chip wiring, although real lines need not be square. Chips ordinarily run at or above room temperature, where the full expression is needed; 77 K belongs to cryogenic electronics. Real lines also break other assumptions. The following estimates change one assumption at a time at 77 K, and their factors should not simply be multiplied together.

- **Grain boundaries.** Represent planes across the wire, with spacing $D=10$ nm, by an assumed rule: the relaxation rate is multiplied by $1+\alpha/|\cos\theta|$, with $\alpha=\lambda R_g/[D(1-R_g)]=12.9$ for a reflection parameter $R_g=0.3$. The rule is not derived here. A reflection probability equal for all directions would instead add a rate proportional to $|\cos\theta|$, the rate at which the planes are met. Walls and grains treated together give 9.9 μΩ cm, or 1.57 times the value for walls alone.
- **Partly specular walls.** If a fraction 0.2 of wall collisions is mirror-like, the mesh solution shows the conductivity raised by a factor 1.35. For fully specular walls, $g=1$ satisfies (3) and the wall condition, and the bulk conductivity returns.
- **A liner.** If 1 nm on every side is non-conducting, the metal core is 8 nm wide. At fixed outer width, the resistance per length rises by a factor 1.93. In the thin limit it scales as $1/a^3$, which gives $(10/8)^3=1.95$.
- **Transverse quantization.** Counting the standing waves of a hard-walled square below the Fermi energy gives 1432 modes per spin, against the classical estimate $k_F^2a^2/4\pi=1472$. This count keeps the Fermi energy at its bulk value, at which the hard-walled wire holds only about 82 electrons per nm³. Holding the density at 85 instead raises $k_F$ to 13.76 nm⁻¹ and the count to 1458, so the deficit is 3% or 1% depending on that choice. It concerns only the number of modes, and the conductivity can change by more. The lowest mode has $\sin\theta=\sqrt2\,\pi/(k_Fa)=0.033$, about equal to $k$ at 77 K, so quantization removes some of the near-axis directions in which the free path is longest. The resulting change in conductivity is not calculated here, but it may be as large as the 7% difference between the limit and the full classical expression. That difference should therefore be read as a property of the classical model, not as the accuracy of a prediction for a real line.

Copper's Fermi surface is not a sphere, so its direction-dependent velocities change both $\rho_0\lambda$ and the angular average. That effect is not estimated here. Among the effects whose influence on the resistance is estimated, the liner, the grain boundaries and the partly specular walls each change it by much more than the 7% error of the thin-wire limit at 77 K. The numerical output below lists the values used.

## Computed values

```
C, thin-wire coefficient (no unit): 1.114954
mean 1/r in unit square, closed form: 2.973210
same from ray tracing: 2.97352
mean ln r in unit square: -0.805087
square/equal-area circle, limiting conductivity: 0.9881
k=0.5000 alpha=0.0: path formula 0.34328, mesh 0.34327
k=0.0333 alpha=0.0: path formula 0.03486, mesh 0.03486
k=0.5000 alpha=2.0: path formula 0.18703, mesh 0.18703
k=0.10: limit 0.111495, two terms 0.096104, full 0.095915, limit/full 1.1624
k=0.03: limit 0.033449, two terms 0.031546, full 0.031541, limit/full 1.0605
k=0.01: limit 0.011150, two terms 0.010886, full 0.010885, limit/full 1.0243
k where limit is 10 percent too high: 0.0553
side a: 10.0 nm
electron density: 85.0 nm^-3
Fermi wavenumber: 13.602 nm^-1
rho0*lambda: 65.74 microohm cm nm
limiting wire resistivity: 5.896 microohm cm
limiting resistance per length: 589.6 ohm/micrometre
300 K: lambda 40 nm, k 0.2500, bulk rho 1.6436 microohm cm
300 K: relative conductivity, limit 0.27874, full 0.20705
300 K: full wire rho 7.938 microohm cm, limit/full conductivity 1.3463
77 K: lambda 300 nm, k 0.0333, bulk rho 0.2191 microohm cm
77 K: relative conductivity, limit 0.03717, full 0.03486
77 K: full wire rho 6.285 microohm cm, limit/full conductivity 1.0660
resistivity ratio 300 K/77 K: bulk 7.500, wire 1.263
grains: spacing 10.0 nm, reflection 0.30, alpha 12.857
77 K rho with grains and walls: 9.867 microohm cm, factor 1.570
specular fraction 0.20: 77 K conductivity factor 1.346
liner 1.0 nm per side, core 8.0 nm: 77 K resistance factor 1.933
transverse modes per spin: counted 1432, classical 1472.4, ratio 0.9726
```
